# Schep-Bauer interface resistance between diffusive metals: test program

```python
"""Schep-Bauer interface resistance, tested against kinetic and wave solutions.

Result under test, per spin, in units of h/e^2:
    rho = 1/T - (1/N_L + 1/N_R)/2
T: transmission probability summed over all channel pairs of the interface
N_L, N_R: numbers of propagating (Sharvin) channels of the two metals
The kinetic solver finds the channel potentials f+ (right-moving) and f-
(left-moving) in bulk layers joined by interfaces, without using this result.
The interface resistance is the jump of the extrapolated bulk potentials,
divided by J = sum(f+) - sum(f-).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.stats import unitary_group

rng = np.random.default_rng(7)


def schep_bauer(T, n_left, n_right):
    return 1 / T - 0.5 * (1 / n_left + 1 / n_right)


def bulk_weights(paths):
    """Weights of the isotropic mean that conserve particle number."""
    w = 1 / paths
    return np.concatenate([w, w]) / (2 * w.sum())


def solve_stack(layers, interfaces):
    """layers: (free paths, thickness, even number of cells).
    interfaces: probabilities, outgoing (left-, right+) from (left+, right-).
    Reservoir potentials are 1 on the left and 0 on the right."""
    sizes = [2 * len(p) * (c + 1) for p, _, c in layers]
    starts = np.concatenate([[0], np.cumsum(sizes)])
    total = starts[-1]
    matrix, rhs, row = np.zeros((total, total)), np.zeros(total), 0
    for (paths, thick, cells), start in zip(layers, starts):
        m = 2 * len(paths)
        rate = np.concatenate([-1 / paths, 1 / paths])
        generator = rate[:, None] * (np.eye(m) - bulk_weights(paths)[None, :])
        step = expm(generator * thick / cells)
        for c in range(cells):
            a = start + c * m
            matrix[row:row + m, a:a + m] = -step
            matrix[row:row + m, a + m:a + 2 * m] = np.eye(m)
            row += m
    n_first, n_last = len(layers[0][0]), len(layers[-1][0])
    matrix[row:row + n_first, :n_first] = np.eye(n_first)
    rhs[row:row + n_first] = 1.0
    row += n_first
    matrix[row:row + n_last, total - n_last:] = np.eye(n_last)
    row += n_last
    for k, prob in enumerate(interfaces):
        nl, nr = len(layers[k][0]), len(layers[k + 1][0])
        edge = starts[k + 1]
        left_plus = np.arange(edge - 2 * nl, edge - nl)
        left_minus = np.arange(edge - nl, edge)
        right_plus = np.arange(edge, edge + nr)
        right_minus = np.arange(edge + nr, edge + 2 * nr)
        rows = np.arange(row, row + nl + nr)
        matrix[rows, np.concatenate([left_minus, right_plus])] = 1.0
        incoming = np.concatenate([left_plus, right_minus])
        matrix[np.ix_(rows, incoming)] -= prob
        row += nl + nr
    assert row == total
    f = np.linalg.solve(matrix, rhs)
    nodes = [f[starts[k]:starts[k + 1]].reshape(c + 1, 2 * len(p))
             for k, (p, _, c) in enumerate(layers)]
    current = nodes[0][0, :n_first].sum() - nodes[0][0, n_first:].sum()
    return nodes, current


def interface_jump(layers, nodes, current, k):
    """Potential drop between layer centres minus the bulk resistance."""
    centre, bulk = [], 0.0
    for j in (k, k + 1):
        paths, thick, cells = layers[j]
        centre.append(nodes[j][cells // 2] @ bulk_weights(paths))
        bulk += 0.5 * thick / (2 * paths.sum())
    return (centre[0] - centre[1]) / current - bulk


def random_interface(nl, nr):
    s = unitary_group.rvs(nl + nr, random_state=rng)
    prob = np.abs(s) ** 2
    return prob, prob[nl:, :nl].sum()


# --- one interface, equal free paths, 5 and 3 channels
NL, NR = 5, 3
prob, T_small = random_interface(NL, NR)
layers = [(np.ones(NL), 4.0, 8), (0.5 * np.ones(NR), 3.0, 12)]
nodes, J = solve_stack(layers, [prob])
rho_kinetic = interface_jump(layers, nodes, J, 0)
rho_formula = schep_bauer(T_small, NL, NR)
assert abs(rho_kinetic - rho_formula) < 1e-9
incoming, outgoing = nodes[0][-1, :NL], nodes[0][-1, NL:]
assert np.ptp(incoming) < 1e-9 and np.ptp(outgoing) > 1e-3
profile = nodes[0].mean(axis=1)
slope = -np.diff(profile) / (4.0 / 8) / J
assert np.allclose(slope, 1 / (2 * NL), atol=1e-9)
print("SMALL MODEL (resistances in h/e^2, one spin)")
print(f"channels left, right: {NL}, {NR}; summed transmission {T_small:.5f}")
print(f"interface resistance, kinetic solution: {rho_kinetic:.6f}")
print(f"interface resistance, formula:          {rho_formula:.6f}")
print("left incoming potentials (reservoir drop = 1):", np.round(incoming, 4))
print("left outgoing potentials (reservoir drop = 1):", np.round(outgoing, 4))

# --- fictitious interface: identity and perfectly transmitting channel mixing
zero = np.zeros((NL, NL))
mixing = np.abs(unitary_group.rvs(NL, random_state=rng)) ** 2
back = np.abs(unitary_group.rvs(NL, random_state=rng)) ** 2
same = [(np.ones(NL), 4.0, 8), (np.ones(NL), 4.0, 8)]
fict = []
for forward, backward in ((np.eye(NL), np.eye(NL)), (mixing, back)):
    p = np.block([[zero, backward], [forward, zero]])
    nd, cur = solve_stack(same, [p])
    fict.append(interface_jump(same, nd, cur, 0))
assert max(np.abs(fict)) < 1e-9
print(f"fictitious interface, largest |resistance|: {max(np.abs(fict)):.1e}")
print(f"inverse transmission alone would give: {1 / NL:.4f}")

# --- lower bound, from random unitary scattering matrices
for _ in range(200):
    nl, nr = rng.integers(1, 7, size=2)
    _, T_try = random_interface(nl, nr)
    bound = 0.5 * abs(1 / nl - 1 / nr)
    assert schep_bauer(T_try, nl, nr) >= bound - 1e-10

# --- two interfaces: series addition and its exponential error
NM = 4
p1, T1 = random_interface(NL, NM)
p2, T2 = random_interface(NM, NR)
series = schep_bauer(T1, NL, NM) + schep_bauer(T2, NM, NR)
error = {}
for d in (1.0, 6.0, 7.0):
    stack = [(np.ones(NL), 3.0, 6), (np.ones(NM), d, 14), (np.ones(NR), 3.0, 6)]
    nd, cur = solve_stack(stack, [p1, p2])
    error[d] = sum(interface_jump(stack, nd, cur, k) for k in (0, 1)) - series
decay = error[7.0] / error[6.0]
assert abs(decay / np.exp(-1) - 1) < 0.05
print(f"two interfaces, sum of the two formula values: {series:.6f}")
for d in error:
    print(f"  error of the sum at spacing {d:.0f} free paths: {error[d]:.2e}")
print(f"  error ratio, spacing 7 to 6: {decay:.4f}; exp(-1) = {np.exp(-1):.4f}")


# --- coherent waves: random scatterer, fixed interface, random scatterer
def split(s, n):
    return s[:n, :n], s[:n, n:], s[n:, :n], s[n:, n:]


CL, CR, samples = 48, 32, 150
tau = np.linspace(0.2, 1.0, CR)
t_int = np.zeros((CR, CL))
t_int[:, :CR] = np.diag(np.sqrt(tau))
r_left = np.diag(np.concatenate([np.sqrt(1 - tau), np.ones(CL - CR)]))
r_right = -np.diag(np.sqrt(1 - tau))
transmissions = []
for _ in range(samples):
    _, _, ta, ra = split(unitary_group.rvs(2 * CL, random_state=rng), CL)
    rb, _, tb, _ = split(unitary_group.rvs(2 * CR, random_state=rng), CR)
    inner = np.linalg.inv(np.eye(CL) - ra @ r_left)
    t_ai = t_int @ inner @ ta
    r_ai = r_right + t_int @ inner @ ra @ t_int.T
    t_all = tb @ np.linalg.solve(np.eye(CR) - r_ai @ rb, t_ai)
    transmissions.append(np.sum(np.abs(t_all) ** 2))
coherent = 1 / np.mean(transmissions)
# Each random scatterer transmits half of its channels on average. It adds
# 1/(N/2) - 1/N, and each outer reservoir contact adds 1/(2N).
outer = sum((2 / n - 1 / n) + 1 / (2 * n) for n in (CL, CR))
expected = outer + schep_bauer(tau.sum(), CL, CR)
assert abs(coherent / expected - 1) < 0.02
print(f"COHERENT WAVES, {CL} and {CR} channels, {samples} samples (h/e^2)")
print(f"total resistance, wave average: {coherent:.5f}")
print(f"total resistance, series rule:  {expected:.5f}")

# --- worked example: free-electron metals with a sharp potential step
E_LEFT, E_RIGHT = 8.0, 5.0
k2_per_eV = 2 * const.m_e * const.e / const.hbar ** 2 * 1e-18
quantum = const.h / (2 * const.e ** 2)


def step_transmission(k_left, k_right):
    return 4 * k_left * k_right / (k_left + k_right) ** 2


def lattice_transmission(k_left, k_right, a=1e-3):
    """Step transmission from the discretised Schroedinger equation."""
    ql = np.arccos(1 - 0.5 * (a * k_left) ** 2)
    qr = np.arccos(1 - 0.5 * (a * k_right) ** 2)
    k2_mid = 0.5 * (k_left ** 2 + k_right ** 2)
    psi_before = (2 - a ** 2 * k2_mid) - np.exp(1j * qr)
    amp = (psi_before - np.exp(1j * ql)) / (-2j * np.sin(ql))
    return np.sin(qr) / np.sin(ql) / abs(amp) ** 2


def per_area(e_left, e_right):
    """Channel densities and summed transmission per area, in nm^-2."""
    kl2, kr2 = e_left * k2_per_eV, e_right * k2_per_eV

    def integrand(q):
        return q * step_transmission(np.sqrt(q * q + kl2 - kr2), q) / (2 * np.pi)
    T = quad(integrand, 0, np.sqrt(kr2), epsabs=1e-12, epsrel=1e-11)[0]
    return kl2 / (4 * np.pi), kr2 / (4 * np.pi), T


kfl, kfr = np.sqrt(E_LEFT * k2_per_eV), np.sqrt(E_RIGHT * k2_per_eV)
print("WORKED EXAMPLE, free-electron step, both spins in A*R")
print(f"Fermi energies: {E_LEFT:.1f}, {E_RIGHT:.1f} eV")
print(f"Fermi wave numbers: {kfl:.4f}, {kfr:.4f} nm^-1")
for frac in (0.0, 0.5, 0.9):
    kpar = frac * kfr
    kl, kr = np.sqrt(kfl ** 2 - kpar ** 2), np.sqrt(kfr ** 2 - kpar ** 2)
    t_step = step_transmission(kl, kr)
    assert abs(t_step - lattice_transmission(kl, kr)) < 1e-4
    print(f"  transmission at k_par = {frac:.1f} k_F,right: {t_step:.5f}")
nl_area, nr_area, T_area = per_area(E_LEFT, E_RIGHT)
kappa2 = kfl ** 2 - kfr ** 2
y = (kfl + kfr) / np.sqrt(kappa2)
bracket = (y ** 2 - 1) / 2 + y ** -2 - 1 + (1 - y ** -6) / 6
T_closed = kappa2 / (8 * np.pi) * bracket
assert abs(T_closed / T_area - 1) < 1e-8
to_femto = quantum * 1e-18 * 1e15
AR = to_femto * schep_bauer(T_area, nl_area, nr_area)
print(f"channels per area and spin: {nl_area:.4f}, {nr_area:.4f} nm^-2")
print(f"kappa^2 = {kappa2:.4f} nm^-2, y = {y:.5f}")
print(f"summed transmission per area and spin: {T_closed:.4f} nm^-2")
print(f"h/(2e^2) = {quantum:.3f} ohm")
print(f"inverse-transmission term: {to_femto / T_area:.4f} fohm m^2")
sharvin = to_femto * 0.5 * (1 / nl_area + 1 / nr_area)
print(f"mean Sharvin term:         {sharvin:.4f} fohm m^2")
print(f"interface resistance A*R:  {AR:.4f} fohm m^2 = {AR * 1e3:.1f} ohm nm^2")
lower = to_femto * 0.5 * abs(1 / nl_area - 1 / nr_area)
assert AR > lower
print(f"lower bound from channel numbers: {lower:.4f} fohm m^2")
trend = []
for e_right in (7.0, 7.9, 8.0):
    a, b, c = per_area(E_LEFT, e_right)
    trend.append(to_femto * schep_bauer(c, a, b))
    print(f"  A*R for right Fermi energy {e_right:.1f} eV: "
          f"{abs(trend[-1]):.5f} fohm m^2")
assert AR > trend[0] > trend[1] > abs(trend[2]) and abs(trend[2]) < 1e-8


# --- same step with equal-area rings in k_par as channels
def ring_model(n_left, n_right, constant_time):
    e_par = (np.arange(n_left) + 0.5) * E_LEFT / n_left
    cos_l = np.sqrt(1 - e_par / E_LEFT)
    cos_r = np.sqrt(1 - e_par[:n_right] / E_RIGHT)
    t = step_transmission(np.sqrt(E_LEFT) * cos_l[:n_right],
                          np.sqrt(E_RIGHT) * cos_r)
    forward = np.zeros((n_right, n_left))
    forward[:, :n_right] = np.diag(t)
    reflect = np.diag(np.concatenate([1 - t, np.ones(n_left - n_right)]))
    p = np.block([[reflect, forward.T], [forward, np.diag(1 - t)]])
    paths = (cos_l, cos_r) if constant_time else (np.ones(n_left), np.ones(n_right))
    stack = [(paths[0], 12.0, 24), (paths[1], 12.0, 24)]
    nd, cur = solve_stack(stack, [p])
    return (interface_jump(stack, nd, cur, 0)
            / schep_bauer(t.sum(), n_left, n_right))


ratio_equal = ring_model(16, 10, False)
ratio_coarse = ring_model(16, 10, True)
ratio_fine = ring_model(32, 20, True)
assert abs(ratio_equal - 1) < 1e-7
assert abs(ratio_fine - ratio_coarse) < 0.03
assert abs(ratio_fine - 1) > 0.05
n = 20
cosines = np.sqrt(1 - (np.arange(n) + 0.5) / n)
uniform = [(cosines, 12.0, 24), (cosines, 12.0, 24)]
p = np.block([[np.zeros((n, n)), np.eye(n)], [np.eye(n), np.zeros((n, n))]])
nd, cur = solve_stack(uniform, [p])
fict_cos = n * interface_jump(uniform, nd, cur, 0)
assert abs(fict_cos) < 2e-3
print("KINETIC RESULT DIVIDED BY FORMULA, same step")
print(f"equal free paths, 16 and 10 rings: {ratio_equal:.6f}")
print(f"constant relaxation time, 16 and 10 rings: {ratio_coarse:.4f}")
print(f"constant relaxation time, 32 and 20 rings: {ratio_fine:.4f}")
print(f"A*R for constant relaxation time: {ratio_fine * AR:.3f} fohm m^2")
print(f"fictitious interface, constant time, |N*rho|: {abs(fict_cos):.1e}")
print("tests ok")
```

Printed output:

```
SMALL MODEL (resistances in h/e^2, one spin)
channels left, right: 5, 3; summed transmission 2.02643
interface resistance, kinetic solution: 0.226812
interface resistance, formula:          0.226812
left incoming potentials (reservoir drop = 1): [0.7887 0.7887 0.7887 0.7887 0.7887]
left outgoing potentials (reservoir drop = 1): [0.6883 0.6206 0.7545 0.6497 0.7026]
fictitious interface, largest |resistance|: 4.1e-15
inverse transmission alone would give: 0.2000
two interfaces, sum of the two formula values: 0.642076
  error of the sum at spacing 1 free paths: 6.10e-03
  error of the sum at spacing 6 free paths: 3.53e-05
  error of the sum at spacing 7 free paths: 1.30e-05
  error ratio, spacing 7 to 6: 0.3676; exp(-1) = 0.3679
COHERENT WAVES, 48 and 32 channels, 150 samples (h/e^2)
total resistance, wave average: 0.10422
total resistance, series rule:  0.10417
WORKED EXAMPLE, free-electron step, both spins in A*R
Fermi energies: 8.0, 5.0 eV
Fermi wave numbers: 14.4905, 11.4558 nm^-1
  transmission at k_par = 0.0 k_F,right: 0.98632
  transmission at k_par = 0.5 k_F,right: 0.97871
  transmission at k_par = 0.9 k_F,right: 0.88310
channels per area and spin: 16.7093, 10.4433 nm^-2
kappa^2 = 78.7405 nm^-2, y = 2.92399
summed transmission per area and spin: 9.5813 nm^-2
h/(2e^2) = 12906.404 ohm
inverse-transmission term: 1.3470 fohm m^2
mean Sharvin term:         1.0041 fohm m^2
interface resistance A*R:  0.3429 fohm m^2 = 342.9 ohm nm^2
lower bound from channel numbers: 0.2317 fohm m^2
  A*R for right Fermi energy 7.0 eV: 0.07560 fohm m^2
  A*R for right Fermi energy 7.9 eV: 0.00653 fohm m^2
  A*R for right Fermi energy 8.0 eV: 0.00000 fohm m^2
KINETIC RESULT DIVIDED BY FORMULA, same step
equal free paths, 16 and 10 rings: 1.000000
constant relaxation time, 16 and 10 rings: 0.5479
constant relaxation time, 32 and 20 rings: 0.5445
A*R for constant relaxation time: 0.187 fohm m^2
fictitious interface, constant time, |N*rho|: 2.3e-05
tests ok
```
